# Centre-of-mass and relative motion of a two-body atom in light

**Setting.** An atom or one-electron ion consists of a nucleus of charge \(Ze\), mass \(M\), position \(\mathbf r_n\), and an electron of charge \(-e\), mass \(m\), position \(\mathbf r_e\), with \(e>0\). Both are treated as nonrelativistic and spinless. They interact through a central potential \(U(|\mathbf r|)\), where \(\mathbf r=\mathbf r_e-\mathbf r_n\), and no other static force acts. Write

\[
M_t=M+m,\qquad \mu=\frac{mM}{M_t},\qquad
\mathbf R=\frac{M\mathbf r_n+m\mathbf r_e}{M_t}.
\]

Gaussian units and the Coulomb gauge, \(\nabla\cdot\mathbf A=0\), are used. The light is a weak plane wave,

\[
\mathbf A(\mathbf x,t)=A_0\boldsymbol\epsilon\,e^{i(\mathbf k\cdot\mathbf x-\omega t)}+\text{c.c.},
\qquad \boldsymbol\epsilon\cdot\mathbf k=0,\quad k=\omega/c,
\]

and transitions are treated to first order in \(\mathbf A\). The atomic size \(a\) satisfies \(ka\ll1\). The two internal states are connected by a nonzero matrix element of \(\mathbf r\), so they have opposite parity, and they differ in energy by \(\hbar\omega_0>0\).

## Part (a)

**Question.** Express the particle momenta through the momentum \(\mathbf P\) conjugate to \(\mathbf R\) and the momentum \(\mathbf p\) conjugate to \(\mathbf r\). Show that the Hamiltonian without light separates.

**Answer.** The definitions of \(\mathbf R\) and \(\mathbf r\) give \(\partial\mathbf R/\partial\mathbf r_e=m/M_t\), \(\partial\mathbf r/\partial\mathbf r_e=1\), \(\partial\mathbf R/\partial\mathbf r_n=M/M_t\) and \(\partial\mathbf r/\partial\mathbf r_n=-1\), each multiplying the unit matrix. The chain rule for \(-i\hbar\nabla\) then gives

\[
\mathbf p_e=\frac{m}{M_t}\mathbf P+\mathbf p,\qquad
\mathbf p_n=\frac{M}{M_t}\mathbf P-\mathbf p .
\]

Since \(\mathbf R\) and \(\mathbf r\) are independent variables, \(\mathbf P\) commutes with \(\mathbf r\) and \(\mathbf p\). The kinetic energy is

\[
\frac{p_e^2}{2m}+\frac{p_n^2}{2M}
=\frac{P^2}{2}\,\frac{m+M}{M_t^2}
+\mathbf P\cdot\mathbf p\left(\frac1{M_t}-\frac1{M_t}\right)
+\frac{p^2}{2}\left(\frac1m+\frac1M\right).
\]

The middle term vanishes, and \(1/m+1/M=1/\mu\). Therefore

\[
H_0=\frac{P^2}{2M_t}+H_{\rm rel},\qquad
H_{\rm rel}=\frac{p^2}{2\mu}+U(|\mathbf r|).
\]

The eigenstates are products \(|\mathbf P\rangle|j\rangle\) of a plane wave in \(\mathbf R\) and an internal state.

## Part (b)

**Question.** Find the coupling to the light when the field is evaluated at \(\mathbf R\) for both particles. Write its internal part as \((e_{\rm eff}/\mu c)\,\mathbf A(\mathbf R)\cdot\mathbf p\) and determine \(e_{\rm eff}\). What does the remaining part do?

**Answer.** Light enters by replacing each \(\mathbf p_i\) with \(\mathbf p_i-q_i\mathbf A(\mathbf r_i)/c\). The terms linear in \(\mathbf A\) are

\[
-\frac{q_i}{2m_ic}(\mathbf p_i\cdot\mathbf A+\mathbf A\cdot\mathbf p_i)
=-\frac{q_i}{m_ic}\mathbf A\cdot\mathbf p_i ,
\]

because the two orderings differ by a term proportional to \(\nabla\cdot\mathbf A=0\). The \(A^2\) terms are of second order and are dropped. With \(q_e=-e\) and \(q_n=Ze\),

\[
H'=\frac{e}{mc}\mathbf A(\mathbf r_e)\cdot\mathbf p_e
-\frac{Ze}{Mc}\mathbf A(\mathbf r_n)\cdot\mathbf p_n .
\]

The particles lie within about \(a\) of \(\mathbf R\), so the phase of the wave differs between them by about \(ka\). At leading order both fields become \(\mathbf A(\mathbf R)\). Inserting the momenta from part (a),

\[
\begin{aligned}
H'&=\frac ec\mathbf A(\mathbf R)\cdot
\left[\frac{\mathbf P}{M_t}+\frac{\mathbf p}{m}
-\frac{Z\mathbf P}{M_t}+\frac{Z\mathbf p}{M}\right]\\
&=\frac ec\left(\frac1m+\frac ZM\right)\mathbf A(\mathbf R)\cdot\mathbf p
-\frac{(Z-1)e}{M_tc}\mathbf A(\mathbf R)\cdot\mathbf P .
\end{aligned}
\]

Comparison with the requested form gives

\[
\boxed{\,e_{\rm eff}=e\mu\left(\frac ZM+\frac1m\right)
=e\,\frac{M+Zm}{M+m}\,}
\]

The two contributions add because the particles have opposite charges and, in the centre-of-mass frame, opposite momenta. Their currents therefore point the same way.

Equivalently, \(e_{\rm eff}/e=1+(Z-1)m/M_t\). For a neutral atom, \(Z=1\), this is exactly 1 at any mass ratio. For an infinitely heavy nucleus it tends to 1 at fixed \(Z\).

The second term of \(H'\) is the coupling of a net charge \((Z-1)e\) with mass \(M_t\). It contains no internal operator, so its matrix element between different internal states is proportional to \(\langle f|i\rangle=0\). It does not drive the transition at this order.

A numerical check diagonalizes a one-dimensional pair with \(Z=2\), \(M=3\), \(\hbar=e=m=1\), using the separate particle momenta. Its current matrix element is 1.5375. A separate calculation of the relative motion gives the same value with \(e_{\rm eff}=1.25\), but 1.2300 if the bare charge is used.

## Part (c)

**Question.** Convert the internal coupling to a matrix element of \(\mathbf r\) for absorption. Confirm the effective charge from the definition of the electric dipole moment.

**Answer.** For each component \(j\), \([r_j,p^2]=2i\hbar p_j\), while \(\mathbf r\) commutes with \(U\). Hence

\[
[\mathbf r,H_{\rm rel}]=\frac{i\hbar}{\mu}\mathbf p .
\]

Take this between the lower state \(i\) and the upper state \(f\), with \(E_f-E_i=\hbar\omega_0\). The left side becomes \((E_i-E_f)\mathbf r_{fi}=-\hbar\omega_0\mathbf r_{fi}\), so

\[
\mathbf p_{fi}=\frac{\mu}{i\hbar}(-\hbar\omega_0)\mathbf r_{fi}
=i\mu\omega_0\mathbf r_{fi}.
\]

Only the \(e^{-i\omega t}\) part of the wave supplies energy to the atom. Leaving aside the factor \(e^{i(\mathbf k\cdot\mathbf R-\omega t)}\), the internal amplitude is

\[
T_0=\frac{e_{\rm eff}}{\mu c}A_0\,\boldsymbol\epsilon\cdot\mathbf p_{fi}
=\frac{i e_{\rm eff}\omega_0}{c}A_0\,\boldsymbol\epsilon\cdot\mathbf r_{fi}.
\]

For the dipole moment, the definition of \(\mathbf R\) inverts to \(\mathbf r_e=\mathbf R+(M/M_t)\mathbf r\) and \(\mathbf r_n=\mathbf R-(m/M_t)\mathbf r\). Thus

\[
\mathbf d=Ze\,\mathbf r_n-e\,\mathbf r_e
=(Z-1)e\,\mathbf R-e\frac{Zm+M}{M_t}\mathbf r
=(Z-1)e\,\mathbf R-e_{\rm eff}\mathbf r .
\]

The same charge appears. For an ion the total dipole depends on the choice of origin, but the part \(-e_{\rm eff}\mathbf r\), which is the dipole about the centre of mass, does not.

The electric field is \(\mathbf E=-(1/c)\,\partial\mathbf A/\partial t\), so its amplitude is \(\mathbf E_0=(i\omega/c)A_0\boldsymbol\epsilon\). Therefore \(T_0=(\omega_0/\omega)\,e_{\rm eff}\mathbf r_{fi}\cdot\mathbf E_0\). At \(\omega=\omega_0\) this is the familiar \(-\mathbf d\cdot\mathbf E\). The Doppler shift and the recoil found in part (d) make \(\omega\) differ from \(\omega_0\) in general; part (f) accounts for the difference.

## Part (d)

**Question.** The centre of mass initially has velocity \(\mathbf V\). Derive the condition on \(\omega\) for absorption and for emission of one photon, and interpret each term.

**Answer.** The absorption part of the coupling contains \(e^{i\mathbf k\cdot\mathbf R}\). Since \(\mathbf P=-i\hbar\nabla_R\),

\[
\mathbf P\,e^{i\mathbf k\cdot\mathbf R}|\mathbf P_0\rangle
=(\mathbf P_0+\hbar\mathbf k)\,e^{i\mathbf k\cdot\mathbf R}|\mathbf P_0\rangle .
\]

The centre of mass gains momentum \(\hbar\mathbf k\). This result does not depend on \(ka\) being small: \(e^{i\mathbf k\cdot\mathbf r_e}\) and \(e^{i\mathbf k\cdot\mathbf r_n}\) each equal \(e^{i\mathbf k\cdot\mathbf R}\) times a function of \(\mathbf r\). Emission involves \(e^{-i\mathbf k\cdot\mathbf R}\), and the centre of mass loses \(\hbar\mathbf k\).

First-order perturbation theory at long times selects transitions that conserve total energy. To zeroth order in the light, \(\mathbf P_0=M_t\mathbf V\). For absorption,

\[
\hbar\omega=\hbar\omega_0
+\frac{(M_t\mathbf V+\hbar\mathbf k)^2-(M_t\mathbf V)^2}{2M_t}
=\hbar\omega_0+\hbar\mathbf k\cdot\mathbf V+\frac{\hbar^2k^2}{2M_t}.
\]

For emission the internal energy falls by \(\hbar\omega_0\), and the photon receives that energy minus the gain in kinetic energy:

\[
\hbar\omega=\hbar\omega_0
-\frac{(M_t\mathbf V-\hbar\mathbf k)^2-(M_t\mathbf V)^2}{2M_t}
=\hbar\omega_0+\hbar\mathbf k\cdot\mathbf V-\frac{\hbar^2k^2}{2M_t}.
\]

Together,

\[
\boxed{\,\hbar\omega=\hbar\omega_0+\hbar\mathbf k\cdot\mathbf V
\pm\frac{\hbar^2k^2}{2M_t}\,}\qquad
\begin{cases}+&\text{absorption}\\-&\text{emission}\end{cases}
\]

The term linear in \(\mathbf V\) is the Doppler shift. An atom moving along \(\mathbf k\) needs a higher laboratory frequency to absorb, and emits a higher frequency in its direction of motion. The last term is the recoil energy. An atom initially at rest acquires this kinetic energy in both processes: the photon must supply it in absorption, and it is missing from the photon in emission.

Both terms come from the same change of kinetic energy. With \(\bar{\mathbf V}=\mathbf V\pm\hbar\mathbf k/2M_t\), the mean of the velocities before and after the event, the law reads \(\omega=\omega_0+\mathbf k\cdot\bar{\mathbf V}\).

The law requires free motion of the centre of mass. If a trap acts on \(\mathbf R\) alone, and equally in both internal states, \(H_0\) still separates, but the centre-of-mass states are no longer momentum eigenstates. The differences of the trap's energy levels then replace the kinetic-energy difference. A trap that also acts on \(\mathbf r\) can change \(\omega_0\) as well.

## Part (e)

**Question.** Use \(k=\omega/c\) to find the leading frequency shifts. To what order in \(V/c\) can the nonrelativistic law be trusted?

**Answer.** Let \(\mathbf n=\mathbf k/k\), \(\beta=\mathbf n\cdot\mathbf V/c\), \(\eta=\hbar\omega_0/(2M_tc^2)\) and \(x=\omega/\omega_0\). Dividing the law by \(\hbar\omega_0\),

\[
x=1+\beta x\pm\eta x^2 .
\]

Both \(\beta\) and \(\eta\) are small. Setting \(x=1\) on the right gives the first-order result

\[
\omega\simeq\omega_0+\omega_0\frac{\mathbf n\cdot\mathbf V}{c}
\pm\frac{\hbar\omega_0^2}{2M_tc^2}.
\]

Substituting \(x=1+\beta\) once more produces a term \(\beta^2\) on the right. Whether it is physical can be decided with relativistic kinematics. For absorption let the rest energy be \(W\) before and \(W+\hbar\omega_0\) after, and let \(\gamma=(1-V^2/c^2)^{-1/2}\). The initial energy is \(\gamma W\) and the momentum component along \(\mathbf n\) is \(\gamma W\beta/c\). The square of the rest energy equals energy squared minus \(c^2\) times momentum squared. Adding the photon to both, the terms \((\hbar\omega)^2\) cancel and

\[
(W+\hbar\omega_0)^2=W^2+2\hbar\omega\,\gamma W(1-\beta).
\]

Hence

\[
\hbar\omega=\frac{\hbar\omega_0+(\hbar\omega_0)^2/2W}{\gamma(1-\beta)} .
\]

With \(W\simeq M_tc^2\) the recoil term agrees with the earlier one. For motion along the beam \(V^2/c^2=\beta^2\), and the velocity factor is

\[
\frac{\sqrt{1-\beta^2}}{1-\beta}
\simeq\left(1-\tfrac12\beta^2\right)(1+\beta+\beta^2)
\simeq1+\beta+\tfrac12\beta^2 .
\]

The nonrelativistic law gives \(\beta^2\) where the correct coefficient is \(\tfrac12\). In this term it lacks the factor \(1/\gamma\), which is time dilation. The other second-order terms also disagree: for absorption, inserting \(x=1+\beta+\eta\) on the right of the nonrelativistic law gives \(\beta^2+3\beta\eta+2\eta^2\), whereas the relativistic result with \(W=M_tc^2\), \((1+\eta)(1+\beta+\tfrac12\beta^2)\), gives \(\tfrac12\beta^2+\beta\eta\). The \(\eta^2\) term also depends on the binding energy, which the nonrelativistic law leaves out of the mass: with \(W=M_tc^2-|E_i|\), where \(|E_i|\) is the binding energy of the lower state, the relativistic result gains \(2(|E_i|/\hbar\omega_0)\,\eta^2\), which is \(\tfrac83\eta^2\) for the Coulomb 1s–2p transition. The law is therefore reliable only in the terms of first order in the small quantities, \(\beta\) and \(\eta\), and not in their squares or products. For motion perpendicular to \(\mathbf k\) the first-order Doppler shift vanishes, and the leading velocity effect, \(-\omega_0V^2/2c^2\), is absent from it altogether.

## Part (f)

**Question.** Include the next term in \(\mathbf k\cdot\mathbf r\) in the absorption amplitude. Show that the result is the coupling of the effective dipole to \(\mathbf E+\bar{\mathbf V}\times\mathbf B/c\).

**Answer.** From the positions in part (c),

\[
e^{i\mathbf k\cdot\mathbf r_e}\simeq e^{i\mathbf k\cdot\mathbf R}
\left(1+\frac{iM}{M_t}\mathbf k\cdot\mathbf r\right),\qquad
e^{i\mathbf k\cdot\mathbf r_n}\simeq e^{i\mathbf k\cdot\mathbf R}
\left(1-\frac{im}{M_t}\mathbf k\cdot\mathbf r\right).
\]

The new terms containing \(\mathbf p\) are proportional to \((\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)\). This operator is even under \(\mathbf r\to-\mathbf r\), so it vanishes between states of opposite parity. The terms containing \(\mathbf P\) are odd and survive. Because \(\boldsymbol\epsilon\cdot\mathbf k=0\), \(\boldsymbol\epsilon\cdot\mathbf P\) commutes with \(e^{i\mathbf k\cdot\mathbf R}\) and may be replaced by \(M_t\boldsymbol\epsilon\cdot\mathbf V\). Their sum is

\[
\begin{aligned}
T_1&=\frac{eA_0}{c}(\boldsymbol\epsilon\cdot\mathbf V)
\left[\frac{iM}{M_t}+Z\frac{im}{M_t}\right]\mathbf k\cdot\mathbf r_{fi}\\
&=\frac{ie_{\rm eff}}{c}A_0(\boldsymbol\epsilon\cdot\mathbf V)(\mathbf k\cdot\mathbf r_{fi}).
\end{aligned}
\]

The nuclear term is positive because two minus signs meet, one from \(-Ze\) in \(H'\) and one from the phase. The total amplitude is

\[
T_0+T_1=\frac{ie_{\rm eff}A_0}{c}
\left[\omega_0\,\boldsymbol\epsilon\cdot\mathbf r_{fi}
+(\boldsymbol\epsilon\cdot\mathbf V)(\mathbf k\cdot\mathbf r_{fi})\right].
\]

For the proposed form, \(\mathbf B=\nabla\times\mathbf A\) has amplitude \(\mathbf B_0=iA_0\,\mathbf k\times\boldsymbol\epsilon\), and

\[
\bar{\mathbf V}\times(\mathbf k\times\boldsymbol\epsilon)
=\mathbf k(\bar{\mathbf V}\cdot\boldsymbol\epsilon)
-\boldsymbol\epsilon(\bar{\mathbf V}\cdot\mathbf k).
\]

Thus

\[
e_{\rm eff}\mathbf r_{fi}\cdot
\left(\mathbf E_0+\frac{\bar{\mathbf V}\times\mathbf B_0}{c}\right)
=\frac{ie_{\rm eff}A_0}{c}
\left[(\omega-\mathbf k\cdot\bar{\mathbf V})\,\boldsymbol\epsilon\cdot\mathbf r_{fi}
+(\boldsymbol\epsilon\cdot\bar{\mathbf V})(\mathbf k\cdot\mathbf r_{fi})\right].
\]

Part (d) gives \(\omega-\mathbf k\cdot\bar{\mathbf V}=\omega_0\). Also \(\boldsymbol\epsilon\cdot\bar{\mathbf V}=\boldsymbol\epsilon\cdot\mathbf V\), because the recoil is along \(\mathbf k\). The two expressions agree. To first order in \(V/c\), the dipole responds to the electric field in the frame moving with the mean velocity \(\bar{\mathbf V}\), and the factor \(\omega_0/\omega\) left over in part (c) belongs to that change of frame.

When \(\boldsymbol\epsilon\cdot\mathbf r_{fi}\neq0\), the neglected terms are smaller than \(T_0\) by order \((ka)^2\). They need not be smaller than \(T_1\), whose size relative to \(T_0\) is of order \(V/c\). For the 1s–2p transition at 1000 m/s, \(V/c=3.3\times10^{-6}\), while the neglected terms are \(6.7\times10^{-6}\) of \(T_0\) for hydrogen and \(2.7\times10^{-5}\) for He\(^+\). For a 2p orbital along \(\mathbf k\), all terms containing \(\boldsymbol\epsilon\cdot\mathbf p\) vanish by reflection symmetry along \(\boldsymbol\epsilon\), and \(T_1\) is the leading amplitude. The \((ka)^2\) order itself can be checked with the model parameters \(Z=2\), \(M=3m\). A three-dimensional quadrature of the unexpanded coupling for a hydrogenic 1s→2p transition tests this: halving \(k\) reduces the discrepancy by a factor 4.04.

## Part (g)

**Question.** Hydrogen and He\(^+\) ions, initially moving at 1000 m/s along \(\mathbf k\), undergo the 1s–2p transition. Use the Coulomb levels \(E_n=-Z^2\mu e^4/(2\hbar^2n^2)\) and these data:

| | H | He\(^+\) |
|---|---:|---:|
| \(M/m\) | 1836.1527 | 7294.2995 |
| \(\hbar\omega_0\) (eV) | 10.1987 | 40.8115 |
| \(M_tc^2\) (eV) | 9.38783×10⁸ | 3.72789×10⁹ |

Find the effective charge, the change of the transition dipole relative to a fixed nucleus, and the Doppler and recoil shifts.

**Answer.** For hydrogen \(e_{\rm eff}=e\). For He\(^+\),

\[
\frac{e_{\rm eff}}e=1+\frac{m}{M_t}=1+\frac1{7295.2995}=1.000137 .
\]

The transition dipole also depends on the orbit size. In the Coulomb problem lengths scale as \(\hbar^2/(\mu Ze^2)\), so \(\mathbf r_{fi}\) is larger than for a fixed nucleus by \(m/\mu=M_t/M\). The dipole ratio is

\[
\frac{M+Zm}{M_t}\,\frac{M_t}{M}=1+\frac{Zm}{M},
\]

which is 1.000545 for hydrogen and 1.000274 for He\(^+\). Hydrogen's dipole changes although its effective charge does not. These are mass corrections within the spinless nonrelativistic model, not complete predictions at that precision.

For both species \(\beta=3.33564\times10^{-6}\). For hydrogen the Doppler energy is

\[
\hbar\omega_0\beta=10.1987\times3.33564\times10^{-6}
=3.4019\times10^{-5}\ \text{eV},
\]

or 8225.8 MHz after division by \(2\pi\hbar\). The recoil energy is

\[
\frac{(\hbar\omega_0)^2}{2M_tc^2}
=\frac{(10.1987)^2}{2\times9.38783\times10^8}
=5.540\times10^{-8}\ \text{eV},
\]

or 13.40 MHz. The same steps for He\(^+\) give:

| Quantity | H | He\(^+\) |
|---|---:|---:|
| Doppler shift (MHz) | 8225.8 | 32916.7 |
| Recoil shift (MHz) | ±13.40 | ±54.02 |
| Absorption shift (MHz) | 8239 | 32971 |
| Emission shift (MHz) | 8212 | 32863 |
| Absorption minus emission (MHz) | 26.79 | 108.03 |

The difference in the last row is, to leading order, twice the recoil shift, since the Doppler shift is common to both processes. The velocity change \(\hbar k/M_t\) is 3.26 m/s for hydrogen and 3.28 m/s for He\(^+\). The values are close because both \(\omega_0\) and \(M_t\) are about four times larger for the ion.

The approximations hold comfortably for the leading amplitude and the leading shifts. With \(a=\hbar^2/(\mu Ze^2)\), \(ka\) is 0.0027 and 0.0055. The relativistic correction to the solved absorption frequency is −0.014 MHz for hydrogen and −0.055 MHz for He\(^+\). Fine structure is omitted, so the absolute line positions are model values; the leading shifts depend on the internal structure only through \(\omega_0\) and \(M_t\). The Doppler shift inherits the relative error of the model \(\omega_0\), and the recoil shift inherits twice that error. Relativistic and radiative level shifts raise \(\omega_0\) by about \(1\times10^{-5}\) for hydrogen and \(4\text{–}6\times10^{-5}\) for He\(^+\), depending on the fine-structure component. This raises the Doppler, absorption and emission shifts by about 0.1 MHz for hydrogen and 1–2 MHz for He\(^+\), and the last row for He\(^+\) to 108.04–108.05 MHz. All entries are shifts of line centres: the natural width of the 2p level, about 100 MHz for hydrogen and 1600 MHz for He\(^+\), is much larger than the recoil shift.

## Computed values

```
MODEL (hbar = e = m = 1)
M = 3.0, Z = 2, mu = 0.7500, e_eff = 1.2500
1D well: depth 6.0, shape exp(-x^2/2), w0 = 2.29289165
initial V = 0.196350, photon wave number q = 0.471239
absorption energy, two-particle: 2.41317745
absorption energy, formula:      2.41317745
emission energy, two-particle:   2.35766093
emission energy, formula:        2.35766093
current element, two-particle:   1.53747425
current element, with e_eff:     1.53747425
current element, with bare e:    1.22997940
3D 1s-2p: error at k = 0.01: 8.161e-06
3D 1s-2p: error at k = 0.005: 2.020e-06
ratio of these errors: 4.040
error at k = 0.01 without motion term: 7.441e-03
3D dipole / fixed-nucleus dipole: 1.666667
ATOMS, 1s-2p, nonrelativistic Coulomb model
chosen speed along the light: 1000 m/s
beta = V/c: 3.335641e-06
|<2p_z|z|1s>| in units of the scaled Bohr radius: 0.744936
H: nuclear/electron mass: 1836.1527
H: e_eff/e: 1.000000000
H: dipole / fixed-nucleus dipole: 1.000544617
H: hbar w0: 10.198715 eV
H: total rest energy: 9.387831e+08 eV
H: k times scaled Bohr radius: 2.73651e-03
H: Doppler shift: 8225.819 MHz
H: recoil shift: 13.3952 MHz
H: recoil energy: 5.53982e-08 eV
H: absorption shift, solved: 8239.2416 MHz
H: emission shift, solved: 8212.4508 MHz
H: absorption minus emission: 26.7907 MHz
H: relativistic minus nonrelativistic: -0.01381 MHz
H: recoil velocity: 3.2569 m/s
He+: nuclear/electron mass: 7294.2995
He+: e_eff/e: 1.000137075
He+: dipole / fixed-nucleus dipole: 1.000274187
He+: hbar w0: 40.811484 eV
He+: total rest energy: 3.727890e+09 eV
He+: k times scaled Bohr radius: 5.47301e-03
He+: Doppler shift: 32916.682 MHz
He+: recoil shift: 54.0164 MHz
He+: recoil energy: 2.23394e-07 eV
He+: absorption shift, solved: 32970.8088 MHz
He+: emission shift, solved: 32862.7749 MHz
He+: absorption minus emission: 108.0340 MHz
He+: relativistic minus nonrelativistic: -0.05526 MHz
He+: recoil velocity: 3.2820 m/s
```
